# Tunnelling Through a Schottky Barrier: the Padovani–Stratton Energy and Contact Resistivity

A metal touches an n-type semiconductor with uniform donor density \(N\), permittivity \(\varepsilon\) and one isotropic parabolic conduction valley of mass \(m\). Electrons cross the depletion layer by tunnelling, by thermal excitation, or by both. The problem is to find how the current depends on bias, and how the contact resistivity depends on the barrier.

**Conventions.** The elementary charge is \(q>0\). Electron energy \(E\) is measured from the conduction-band edge in the neutral bulk, where the Fermi level is \(\zeta\) (negative if it lies in the gap). The barrier top lies \(\phi\) above the metal Fermi level. A forward bias \(V>0\) lowers the metal Fermi level to \(\zeta-qV\), so the band bending is
\[
E_b=\phi+\zeta-qV .
\]

**Model.** The donors are fully ionised and act as a smooth charge. The depletion layer contains no mobile carriers and ends sharply. The image force is neglected. Formulas are in SI form; numerical energies are in eV or meV.

## (a) The barrier and its tunnelling exponent

*Find the potential energy in the depletion layer and the WKB transmission at energy \(0<E<E_b\). Identify the energy that sets the exponent.*

**Solution.** Let \(u\) be the distance from the depletion edge towards the metal. The charge density \(qN\) gives \(d^2\Phi/du^2=-qN/\varepsilon\) for the electrostatic potential \(\Phi\). An electron has potential energy \(U=-q\Phi\), so \(d^2U/du^2=q^2N/\varepsilon\). Both \(U\) and the field vanish at \(u=0\), hence
\[
U(u)=\frac{q^2N}{2\varepsilon}u^2=\tfrac12 m\omega^2u^2,\qquad \omega^2=\frac{q^2N}{m\varepsilon}.
\]
The metal is at \(u=W\), where \(U(W)=E_b\), so \(W=\sqrt{2\varepsilon E_b/(q^2N)}\).

The WKB transmission with unit prefactor is \(T=e^{-S}\), with
\[
S(E)=\frac{2}{\hbar}\int_{u_t}^{W}\sqrt{2m(U-E)}\,du,\qquad u_t=\frac1\omega\sqrt{\frac{2E}{m}} .
\]
Put \(u=u_t\cosh\theta\). Then \(U-E=E\sinh^2\theta\), and the upper limit \(\Theta\) obeys \(\cosh^2\Theta=E_b/E\). Since \(\sqrt{2mE}\,u_t=2E/\omega\),
\[
S=\frac{4E}{\hbar\omega}\int_0^\Theta\sinh^2\theta\,d\theta
=\frac{2E}{\hbar\omega}\left(\sinh\Theta\cosh\Theta-\Theta\right).
\]
Using \(E\sinh\Theta\cosh\Theta=\sqrt{E_b(E_b-E)}\), we obtain
\[
S(E)=\frac{\sqrt{E_b(E_b-E)}-E\,\Theta}{E_{00}},\qquad
\Theta=\operatorname{arcosh}\sqrt{\frac{E_b}{E}},
\]
\[
E_{00}=\frac{\hbar\omega}{2}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} .
\]
At the band edge \(E\to0\), \(E\Theta\to0\) and \(T=\exp(-E_b/E_{00})\). Heavier doping thins the barrier and raises \(E_{00}\); a larger mass lowers it.

Two derivatives are needed below. In \(\partial S/\partial E\) the moving turning point contributes nothing, because the integrand vanishes there:
\[
\frac{\partial S}{\partial E}=-\frac2\hbar\int_{u_t}^{W}\frac{m\,du}{\sqrt{2m(U-E)}}
=-\frac{2}{\hbar}\frac{m u_t}{\sqrt{2mE}}\,\Theta=-\frac{\Theta}{E_{00}} .
\]
In \(\partial S/\partial E_b\), at fixed \(N\) and \(E\), only the limit \(W\) moves. From \(W=\sqrt{2E_b/m}/\omega\), \(dW/dE_b=1/(\omega\sqrt{2mE_b})\), so
\[
\frac{\partial S}{\partial E_b}=\frac2\hbar\sqrt{2m(E_b-E)}\,\frac{dW}{dE_b}
=\frac{1}{E_{00}}\sqrt{1-\frac{E}{E_b}} .
\]

The unit prefactor is an approximation. Take \(E_b=40E_{00}\), a metal of the same mass and a metal band bottom \(10E_{00}\) below the bulk band edge. Runge–Kutta integration of the Schrödinger equation, starting from an outgoing wave in the metal, gives \(T/e^{-S}=2.0,\ 1.8,\ 2.0\) at \(E/E_{00}=0.2,\ 2,\ 8\). The exponent accounts for most of \(\ln T\), but tunnelling currents computed with unit prefactor are uncertain by a factor of this order, whose value depends on the energy and on the metal assumed.

## (b) From transmission to current

*Express the current density through \(T(E)\), assuming that transverse momentum is conserved and that the metal has states available.*

**Solution.** The mass is isotropic, so the transverse kinetic energy \(\eta\) separates in the semiconductor, and \(T=e^{-S}\) depends on the remaining energy \(E\) alone. (For a metal of different mass the prefactor would also depend on \(\eta\).) With spin included, the transverse states per area are
\[
2\int\frac{d^2p_\perp}{(2\pi\hbar)^2}=\frac{m}{\pi\hbar^2}\int_0^\infty d\eta .
\]
For motion along the normal, \(v\,dp/(2\pi\hbar)=dE/(2\pi\hbar)\). The two factors multiply to \(m/(2\pi^2\hbar^3)\). The occupation at total energy \(E+\eta\) with Fermi level \(\mu\), summed over \(\eta\), is
\[
\int_0^\infty\frac{d\eta}{1+e^{(E+\eta-\mu)/kT}}=F(\mu-E),\qquad F(x)=kT\ln\!\left(1+e^{x/kT}\right).
\]
Subtracting the flow from the metal gives
\[
J=\frac{qm}{2\pi^2\hbar^3}\int_0^\infty T(E)\left[F(\zeta-E)-F(\zeta-qV-E)\right]dE .
\]
Here \(J>0\) is the forward current, carried by electrons moving into the metal. Above the barrier we set \(T=1\).

## (c) The forward slope

*Suppose that the current is carried by electrons in the Boltzmann tail, at energies inside the barrier, and that \(qV\gg kT\). Find \(d\ln J/d(qV)\).*

**Solution.** For \(qV\gg kT\) the return flow is negligible. In the tail \(F(\zeta-E)\approx kT\,e^{(\zeta-E)/kT}\), so
\[
J\approx\frac{qm\,kT}{2\pi^2\hbar^3}\,e^{\zeta/kT}\int_0^\infty e^{-S(E)-E/kT}\,dE .
\]
Higher electrons meet a thinner barrier but are fewer. The integrand peaks where \(\partial S/\partial E=-1/kT\), that is, where \(\Theta=r\equiv E_{00}/kT\):
\[
E_m=\frac{E_b}{\cosh^2 r}.
\]
There \(\sqrt{E_b(E_b-E_m)}=E_b\tanh r\), and the term \(-E_m r/E_{00}=-E_m/kT\) in \(S\) cancels the Boltzmann term:
\[
S(E_m)+\frac{E_m}{kT}=\frac{E_b\tanh r}{E_{00}}=\frac{E_b}{E_0},\qquad
E_0=E_{00}\coth\frac{E_{00}}{kT}.
\]

For the width, differentiate \(\cosh^2\Theta=E_b/E\):
\[
2\cosh\Theta\sinh\Theta\,\frac{d\Theta}{dE}=-\frac{E_b}{E^2}=-\frac{\cosh^2\Theta}{E}
\;\Rightarrow\;\frac{d\Theta}{dE}=-\frac{1}{2E\tanh\Theta}.
\]
Therefore
\[
S''(E_m)=\frac{1}{2E_{00}E_m\tanh r}=\frac{\cosh^2 r}{2E_{00}E_b\tanh r}>0 ,
\]
and the Gaussian integral \(\sqrt{2\pi/S''}\) gives
\[
J\approx\frac{qm\,kT}{2\pi^2\hbar^3}\,
\frac{2\sqrt{\pi E_{00}E_b\tanh r}}{\cosh r}\;
\exp\!\left(\frac{\zeta}{kT}-\frac{E_b}{E_0}\right).
\]
Since \(dE_b=-d(qV)\), the exponential contributes \(1/E_0\) to the slope and the factor \(\sqrt{E_b}\) contributes \(-1/(2E_b)\):
\[
\frac{d\ln J}{d(qV)}\approx\frac1{E_0}-\frac1{2E_b}.
\]
To leading order \(J\propto e^{qV/E_0}\). The quantity \(E_{00}\coth(E_{00}/kT)\) is thus the inverse of the logarithmic slope.

For \(E_{00}\gg kT\), \(E_0\to E_{00}\); for \(E_{00}\ll kT\), \(E_0\to kT\). The Gaussian step needs a peak of width \(\sigma=1/\sqrt{S''}\) that is clear of \(E=0\), of \(E=E_b\) and of the Fermi level. For small \(r\), \(E_b-E_m\approx E_br^2\) and \(\sigma^2\approx2E_{00}E_br\), so
\[
\frac{(E_b-E_m)^2}{\sigma^2}\approx\frac{E_br^3}{2E_{00}} .
\]
When this is not large, the peak reaches the barrier top. In the extreme case the current passes over the barrier, \(\int_{E_b}^\infty e^{-E/kT}dE=kT\,e^{-E_b/kT}\), and the slope is \(1/kT\), in agreement with the limit of \(1/E_0\).

For the metal assumed in part (a), the slope law survives when the unit WKB prefactor is dropped. Averaging the Schrödinger transmission of part (a) over the Boltzmann factor, and changing \(E_b\) from \(39E_{00}\) to \(41E_{00}\) with the metal band bottom held \(10E_{00}\) below the bulk band edge (a change of \(\phi\) at fixed bias), gives slopes of \(0.588,\ 0.748,\ 0.874\) in units of \(1/E_{00}\) for \(r=0.7,\ 1,\ 1.4\). The leading values \(\tanh r\) are \(0.604,\ 0.762,\ 0.885\). The slopes lie below these by \(0.017,\ 0.014,\ 0.011\), within \(0.005\) of the size of the correction \(E_{00}/(2E_b)=0.0125\). The remainder depends on the metal assumed. A change of bias also moves the metal band bottom with the metal Fermi level; with that included, the slopes lie below \(\tanh r\) by \(0.023,\ 0.015,\ 0.005\). The leading term \(1/E_0\) stands, but the prefactor changes the slope by an amount comparable to \(1/(2E_b)\).

## (d) Contact resistivity in field emission

*Define \(\rho_c=(dJ/dV)^{-1}\) at \(V=0\). Evaluate it for a degenerate semiconductor at low temperature.*

**Solution.** The bias changes both \(T\) and the bracket in \(J\). At \(V=0\) the bracket vanishes, so the change of \(T\) drops out. Because \(F'(\zeta-E)=f(E)=1/(1+e^{(E-\zeta)/kT})\),
\[
\frac1{\rho_c}=\frac{q^2m}{2\pi^2\hbar^3}\int_0^\infty T(E)f(E)\,dE .
\]
At low temperature the electrons nearest the Fermi level dominate. With \(y=E-\zeta\), expand
\[
S(E)\approx S(\zeta)-c_1y,\qquad c_1=\frac{1}{E_{00}}\operatorname{arcosh}\sqrt{\frac{E_b}{\zeta}} .
\]
If \(c_1\zeta\gg1\), the lower limit may be moved to \(y=-\infty\). With \(a=c_1kT\), \(t=e^{y/kT}\) and then \(s=t/(1+t)\),
\[
\int_{-\infty}^{\infty}\frac{e^{c_1y}\,dy}{1+e^{y/kT}}
=kT\int_0^\infty\frac{t^{a-1}}{1+t}\,dt
=kT\int_0^1s^{a-1}(1-s)^{-a}ds .
\]
The last integral is the beta function \(\Gamma(a)\Gamma(1-a)=\pi/\sin\pi a\), for \(0<a<1\). Hence
\[
\rho_c\approx\frac{2\pi^2\hbar^3}{q^2m}\,\frac{\sin(\pi c_1kT)}{\pi kT}\,e^{S(\zeta)} .
\]
The condition \(c_1kT<1\) means \(\operatorname{arcosh}\sqrt{E_b/\zeta}<r\), or \(E_m<\zeta\): the peak of part (c) would lie below the Fermi level, where the Boltzmann tail does not apply. The linear expansion also needs \(S''(\zeta)\ll c_1^2\), and \(c_1kT\) not close to 1.

## (e) When is the resistivity governed by \(\exp(\phi/E_{00})\)?

*Expand the exponent for \(\zeta\ll\phi\), and find what replaces it at higher temperature.*

**Solution.** At zero bias \(E_b=\phi+\zeta\), so
\[
S(\zeta)=\frac{1}{E_{00}}\left[\sqrt{\phi(\phi+\zeta)}-\zeta\operatorname{arcosh}\sqrt{1+\phi/\zeta}\right].
\]
For small \(\zeta/\phi\), the root is \(\phi+\zeta/2+O(\zeta^2/\phi)\) and the inverse hyperbolic cosine is \(\tfrac12\ln(4\phi/\zeta)+O(\zeta/\phi)\). Thus
\[
S(\zeta)\approx\frac{1}{E_{00}}\left[\phi-\frac{\zeta}{2}\left(\ln\frac{4\phi}{\zeta}-1\right)\right].
\]
The leading exponential is \(\rho_c\propto e^{\phi/E_{00}}\). The correction is small relative to \(\phi\), but it can still change \(\rho_c\) by a large factor unless it is also small relative to \(E_{00}\). At fixed doping, the derivative found in part (a) gives
\[
\frac{dS(\zeta)}{d\phi}=\frac1{E_{00}}\sqrt{\frac{\phi}{\phi+\zeta}} .
\]

The order of limits matters. For \(\zeta\ll\phi\), \(c_1kT<1\) reads \(kT<2E_{00}/\ln(4\phi/\zeta)\). Raising \(\phi\) at fixed temperature eventually violates this. The peak then moves above the Fermi level. Once it is clear of it by several \(\sigma\) and several \(kT\), \(f\approx e^{(\zeta-E)/kT}\) across the peak, and, provided the peak is also clear of the barrier top, the Gaussian integral of part (c) applies:
\[
\rho_c\approx\frac{2\pi^2\hbar^3}{q^2m}\,\frac{\cosh r}{2\sqrt{\pi E_{00}E_b\tanh r}}\,
\exp\!\left[\frac{\phi}{E_0}-\zeta\left(\frac1{kT}-\frac1{E_0}\right)\right].
\]
Here \(E_0\) has replaced \(E_{00}\).

## (f) A numerical example

*Take \(m=0.2\) electron masses, \(\varepsilon=12\varepsilon_0\), \(\phi=0.80\) eV and \(T=300\) K (\(kT=25.85\) meV). Follow the contact from light to heavy doping.*

**Solution.** For \(N=3\times10^{18}\ \mathrm{cm^{-3}}=3\times10^{24}\ \mathrm{m^{-3}}\),
\[
E_{00}=\frac{(1.602\times10^{-19})(1.055\times10^{-34})}{2}
\sqrt{\frac{3\times10^{24}}{(0.2)(9.109\times10^{-31})(12)(8.854\times10^{-12})}}\ \mathrm J,
\]
which is 20.8 meV. Below, \(\zeta\) is found by numerically matching the Fermi–Dirac electron density to \(N\), and \(\rho_c\) comes from quadrature of the integral in part (d). The last energy is \(E_\phi=(d\ln\rho_c/d\phi)^{-1}\), from finite differences at fixed \(N\). Energies are in meV.

| \(N\) (cm⁻³) | \(E_{00}\) | \(E_0\) | \(\zeta\) | \(E_m\) | \(E_\phi\) | \(\rho_c\) (Ω cm²) |
|---|---|---|---|---|---|---|
| 10¹⁷ | 3.8 | 26.0 | −80 | 705 | 26.4 | 9.2×10⁴ |
| 3×10¹⁸ | 20.8 | 31.2 | 20 | 456 | 31.8 | 1.4×10² |
| 10¹⁹ | 37.9 | 42.2 | 77 | 169 | 43.9 | 7.5×10⁻² |
| 5×10¹⁹ | 84.7 | 85.0 | 245 | 6 | 96.1 | 3.9×10⁻⁶ |
| 10²⁰ | 119.9 | 119.9 | 391 | 0.4 | 141.3 | 2.4×10⁻⁷ |

At \(10^{17}\ \mathrm{cm^{-3}}\), \(E_\phi\) is close to \(kT\). This row is not yet pure over-barrier emission: \(E_br^3/(2E_{00})\approx0.3\), and about 70% of the conductance integral comes from energies just below the barrier top, where the unit-prefactor WKB transmission is least reliable. In the last two rows \(E_m<\zeta\), so they belong to field emission.

*Forward current at \(3\times10^{18}\ \mathrm{cm^{-3}}\).* At \(V=0.20\) V, \(E_b=0.80+0.0195-0.20=0.6195\) eV and \(E_m=0.345\) eV, inside the barrier and far above \(\zeta\). The predicted slope is
\[
\frac1{E_0}-\frac1{2E_b}=32.07-0.81=31.26\ \mathrm{eV^{-1}} .
\]
Quadrature of the full current integral gives \(31.24\ \mathrm{eV^{-1}}\) and \(J=0.101\ \mathrm{A\,cm^{-2}}\); the peak formula gives \(0.103\ \mathrm{A\,cm^{-2}}\).

*Field emission at \(5\times10^{19}\ \mathrm{cm^{-3}}\).* Here \(E_b=1.045\) eV and \(c_1=15.97\ \mathrm{eV^{-1}}\), so \(c_1kT=0.41\) and \(c_1\zeta=3.9\). With \(\operatorname{arcosh}\sqrt{E_b/\zeta}=c_1E_{00}=1.3535\),
\[
S(\zeta)=\frac{\sqrt{(1.0452)(0.80)}-(0.2452)(1.3535)}{0.08474}\approx6.87,
\qquad \frac{\phi}{E_{00}}=9.44 .
\]
Using \(e^{\phi/E_{00}}\) in place of \(e^{S(\zeta)}\), with the same prefactor, would overestimate \(\rho_c\) by a factor of 13. The predicted slope energy \(E_{00}\sqrt{E_b/\phi}=96.9\) meV is close to the tabulated 96.1 meV, and both differ clearly from \(E_{00}\).

The field-emission formula gives \(3.5\times10^{-6}\ \Omega\,\mathrm{cm^2}\), about 10% below the integral. The sign is that of its two first corrections: positive \(S''\) reduces the transmission on both sides of \(\zeta\), and the true lower limit removes states with \(E<0\). Both lower the conductance.

These resistivities belong to the model. At \(5\times10^{19}\ \mathrm{cm^{-3}}\), \(W\approx5\) nm is only about twice the mean donor spacing \(N^{-1/3}\approx2.7\) nm, so a smooth donor charge is a rough description. The sharp depletion edge errs in one direction for a degenerate bulk: electrons remain where \(U<\zeta\), their charge weakens the field and widens the barrier, and \(\rho_c\) rises. Two omissions act the other way. The image force lowers the barrier top by about \(\sqrt{q^3\mathcal E/(4\pi\varepsilon)}\), where \(\mathcal E\) is the field at the metal. This is about 40 meV at \(10^{17}\ \mathrm{cm^{-3}}\) and about 0.2 eV at \(5\times10^{19}\ \mathrm{cm^{-3}}\), where \(\mathcal E\approx4\ \mathrm{MV\,cm^{-1}}\); within WKB it reduces \(\rho_c\) by a factor of roughly 2 to 3 across the table. The parabolic valley is also used up to about 0.8 eV below the band edge, which fails when this depth \(\Delta\) is comparable to the gap \(E_g\), because the decay constant is then smaller. With the two-band form \(\kappa^2=2m\Delta(1-\Delta/E_g)/\hbar^2\) and \(E_g\) between 1.1 and 1.4 eV, \(\rho_c\) in the four heavier rows falls by factors from about 3 to more than 10. The unit WKB prefactor adds further uncertainty.
